# Why the fastest ripple on a diffusion-fed metal front is √3 marginal wavelengths: a numerical check

```python
"""
Ripple instability of a flat metal front fed by quasi-static diffusion.

Result under test: growth rate  sigma(k) = V k (1 - k^2/k0^2),
k0^2 = G/(c_e l_c), so the fastest ripple has sqrt(3) times the marginal
wavelength 2 pi/k0, if the layer is deep and charge transfer is fast.

Symbols (SI units inside the program, concentrations in mol/m^3):
  k    ripple wavenumber          V    speed of the flat front
  G    concentration gradient     L    thickness of the diffusion layer
  c_b  bath concentration         c_e  equilibrium value at a flat front
  l_c  capillary length gamma*Omega/(kB T)
  slip D/beta, with beta the rate constant of charge transfer (0 = fast)
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

# ---------------- round parameters of the example ----------------
T = 298.15                    # K
D = 1.5e-9                    # m^2/s
c_b, c_e = 20.0, 10.0         # mol/m^3 (equal to mmol/L)
L = 200e-6                    # m
gamma = 1.0                   # J/m^2
omega = 0.017e-27             # m^3 per atom
support = 200.0               # mol/m^3 of inert salt in the bath
j0_fast, j0_slow = 1.0e4, 1.0e2   # A/m^2, exchange current at c_e
F = const.e * const.N_A
molar_volume = omega * const.N_A
l_c = gamma * omega / (const.k * T)


def ripple_growth(k, depth=L, slip=0.0, modes=10):
    """Growth rate from the diffusion field over a finite small ripple.

    Harmonic functions are matched on the true curved boundary, with the
    full curvature, the exponential equilibrium law and the normal flux.
    """
    amp = 3e-3 / (k + 1 / depth)
    x = (np.arange(modes) + 0.5) * np.pi / (modes * k)
    h = amp * np.cos(k * x)
    slope = -amp * k * np.sin(k * x)
    curvature = amp * k**2 * np.cos(k * x) / (1 + slope**2)**1.5
    q = k * np.arange(1, modes)[None, :]
    X, Z = x[:, None], h[:, None]
    down, up = np.exp(-q * Z), np.exp(-q * (2 * depth - Z))
    norm = 1 - np.exp(-2 * q * depth)
    shape, shape_z = (down - up) / norm, -q * (down + up) / norm
    value = np.column_stack([1 - h / depth, np.cos(q * X) * shape])
    # flux = c_z - h' c_x, which is the normal derivative * sqrt(1+h'^2)
    flux = np.column_stack([
        -np.ones(modes) / depth,
        np.cos(q * X) * shape_z + slope[:, None] * q * np.sin(q * X) * shape])
    matrix = value - slip * flux / np.sqrt(1 + slope**2)[:, None]
    coeff = np.linalg.solve(matrix, c_e * np.exp(l_c * curvature) - c_b)
    speed = molar_volume * D * (flux @ coeff)
    return 2 * np.mean(speed * np.cos(k * x)) / amp


def marginal_and_fastest(slip=0.0):
    """Both wavenumbers found from the boundary solution alone."""
    k_zero = brentq(lambda k: ripple_growth(k, slip=slip), 1e5, 1e7)
    scale = ripple_growth(0.5 * k_zero, slip=slip)
    best = minimize_scalar(
        lambda u: -ripple_growth(u * k_zero, slip=slip) / scale,
        bounds=(0.05, 0.99), method="bounded", options={"xatol": 1e-7})
    return k_zero, best.x * k_zero


# ---------------- derived formulas ----------------
G = (c_b - c_e) / L
V = molar_volume * D * G
k0 = np.sqrt(G / (c_e * l_c))
lam0 = 2 * np.pi / k0
lam_max = np.sqrt(3) * lam0
k_max = 2 * np.pi / lam_max
rate_max = 2 * V * k0 / (3 * np.sqrt(3))


def sigma(k):
    return V * k * (1 - k**2 / k0**2)


# ---------------- test: dispersion law and the factor sqrt(3) ----------------
table = []
for ratio in (0.8, 1.2, np.sqrt(3), 3.0):
    k = k0 / ratio
    numeric = ripple_growth(k)
    assert abs(numeric - sigma(k)) < 1e-4 * rate_max
    table.append((ratio, numeric, sigma(k)))
k_zero_num, k_fast_num = marginal_and_fastest()
ratio_num = k_zero_num / k_fast_num
assert abs(k_zero_num / k0 - 1) < 1e-4
assert abs(ratio_num - np.sqrt(3)) < 5e-4
assert abs(ripple_growth(k_fast_num) / rate_max - 1) < 1e-4

# ---------------- test: finite layer and its threshold ----------------
L_min = 3 * l_c * c_e / (c_b - c_e)
kL_grid = np.linspace(0.1, 2.0, 39)
for factor, has_peak in ((1.21, True), (0.81, False)):
    depth = factor * L_min
    g = np.array([ripple_growth(u / depth, depth=depth) for u in kL_grid])
    grad = (c_b - c_e) / depth
    kk = kL_grid / depth
    law = molar_volume * D * kk / np.tanh(kL_grid) * (grad - c_e * l_c * kk**2)
    assert np.max(np.abs(g - law)) < 1e-3 * np.max(np.abs(law))
    assert (np.argmax(g) > 0) == has_peak

# ---------------- test: finite rate of charge transfer ----------------
kinetics = []
for j0 in (j0_fast, j0_slow):
    slip = D * F * c_e / j0
    k0_slip = np.sqrt((c_b - c_e) / (L + slip) / (c_e * l_c))
    b = slip * k0_slip
    root = brentq(lambda u: 3 * u**2 + 2 * b * u**3 - 1, 0, 1)
    kz, kf = marginal_and_fastest(slip)
    assert abs(kz / k0_slip - 1) < 1e-3
    assert abs(kz / kf * root - 1) < 1e-3
    kinetics.append((j0, b, kz / kf, 2 * np.pi / kf))


# ---------------- test: migration with three ion species ----------------
def chebyshev(n):
    """Nodes from 0 to 1 and the differentiation matrix."""
    i = np.arange(n + 1)
    x = np.cos(np.pi * i / n)
    w = np.where((i == 0) | (i == n), 2.0, 1.0) * (-1.0)**i
    diff = x[:, None] - x[None, :] + np.eye(n + 1)
    mat = np.outer(w, 1 / w) / diff
    mat -= np.diag(mat.sum(axis=1))
    return (1 - x) / 2, -2 * mat


def anion_ends(salt):
    """Anion concentration in the bath and at the flat front."""
    a_bath = c_b + salt
    return a_bath, (c_e + np.sqrt(c_e**2 + 4 * salt * a_bath)) / 2


def three_ion_growth(kL, salt, cap, n=32):
    """Linearized Nernst-Planck problem; lengths in L, potential in kT/e."""
    z, d = chebyshev(n)
    m = n + 1
    a_bath, a_front = anion_ends(salt)
    a = a_front + (a_bath - a_front) * z
    s = salt * a_bath / a
    c = a - s
    phi = np.log(a / a_front)
    dphi = d @ phi
    # the flat profiles must satisfy the original transport equations
    assert np.max(np.abs(d @ s + s * dphi)) < 1e-6 * a_bath
    assert np.max(np.abs(d @ a - a * dphi)) < 1e-6 * a_bath
    metal_flux = d @ c + c * dphi
    assert np.ptp(metal_flux) < 1e-6 * a_bath
    eye, zero = np.eye(m), np.zeros((m, m))
    pick = {"s": np.hstack([eye, zero, zero]),
            "a": np.hstack([zero, eye, zero])}
    pick["c"] = pick["a"] - pick["s"]
    pot = np.hstack([zero, zero, eye])
    rows, flux = {}, {}
    for name, dens, charge in (("s", s, 1), ("a", a, -1), ("c", c, 1)):
        y = pick[name]
        flux[name] = (d @ y + charge * (dens[:, None] * (d @ pot)
                                        + dphi[:, None] * y))
        rows[name] = d @ flux[name] - kL**2 * (
            y + charge * dens[:, None] * pot)
    rhs = np.zeros(3 * m)
    for name in ("s", "a"):
        rows[name][0] = flux[name][0]
        rows[name][-1] = pick[name][-1]
    rows["c"][0] = pick["c"][0] / c[0] + pot[0]
    rows["c"][-1] = pot[-1]
    rhs[2 * m] = cap * kL**2 - (d @ c)[0] / c[0] - dphi[0]
    sol = np.linalg.solve(np.vstack([rows["s"], rows["a"], rows["c"]]), rhs)
    return flux["c"][0] @ sol, metal_flux[0]


for salt in (5.0, support):
    for kL in (2.0, 4.0, 8.0):
        cap = 0.02
        numeric, base_flux = three_ion_growth(kL, salt, cap)
        a_bath, a_front = anion_ends(salt)
        drive = 2 * (a_bath - a_front)
        law = kL / np.tanh(kL) * (drive - c_e * cap * kL**2)
        assert abs(base_flux / drive - 1) < 1e-6
        assert abs(numeric - law) < 1e-5 * kL * drive
a_bath, a_front = anion_ends(support)
migration_gain = 2 * (a_bath - a_front) / (c_b - c_e)

# ---------------- other neglected effects, for the example ----------------
# Stiffness: second derivative of surface energy per projected length.
p = sp.symbols("p", real=True)
aniso = sp.Rational(2, 100)
energy = (1 + aniso * sp.cos(4 * sp.atan(p))) * sp.sqrt(1 + p**2)
stiffness = float(sp.diff(energy, p, 2).subs(p, 0))
D_surface, surface_layer = 1e-14, 0.25e-9     # m^2/s and m, rough
surface_ratio = D_surface * surface_layer * k_max / (molar_volume * D * c_e)
T_warm = 333.15

# ---------------- breadth of the maximum ----------------
peak = 2 / (3 * np.sqrt(3))
u_low = brentq(lambda u: u * (1 - u * u) - 0.9 * peak, 0, 1 / np.sqrt(3))
u_high = brentq(lambda u: u * (1 - u * u) - 0.9 * peak, 1 / np.sqrt(3), 1)

# ---------------- output ----------------
um, nm = 1e6, 1e9
print(f"Temperature: {T:.2f} K")
print(f"Diffusion coefficient: {D*1e4:.2e} cm2/s")
print(f"Bath concentration c_b: {c_b:.1f} mmol/L")
print(f"Front equilibrium concentration c_e: {c_e:.1f} mmol/L")
print(f"Layer thickness L: {L*um:.0f} um")
print(f"Surface energy: {gamma:.2f} J/m2")
print(f"Atomic volume: {omega*1e27:.4f} nm3")
print(f"Electrode potential against bath equilibrium: "
      f"{const.k*T/const.e*np.log(c_e/c_b)*1e3:.2f} mV")
print(f"Capillary length l_c: {l_c*nm:.3f} nm")
print(f"Gradient G: {G*1e-6:.4f} mmol/L per um")
print(f"Current density: {F*D*G*0.1:.4f} mA/cm2")
print(f"Front speed V: {V*nm:.4f} nm/s")
print(f"Marginal wavenumber k0: {k0*1e-6:.4f} 1/um")
print(f"Marginal wavelength: {lam0*um:.3f} um")
print(f"Fastest wavelength: {lam_max*um:.3f} um"
      f" = {lam_max/const.value('Bohr radius'):.3e} bohr")
print(f"Largest growth rate: {rate_max:.3e} 1/s")
print(f"Growth time 1/rate: {1/rate_max/60:.2f} min")
print(f"Metal deposited in one growth time: {V/rate_max*um:.3f} um")
print("Boundary solution against formula (wavelength/marginal, rates in 1/s):")
for r, num, form in table:
    print(f"  {r:.4f}: solved {num:.5e}, formula {form:.5e}")
print(f"Solved ratio fastest/marginal wavelength: {ratio_num:.5f}")
print(f"Square root of 3: {np.sqrt(3):.5f}")
print(f"Wavelengths with at least 90% of top rate: "
      f"{lam0/u_high*um:.2f} to {lam0/u_low*um:.2f} um")
print(f"Deep-layer measure k_max L: {k_max*L:.1f}")
print(f"Least layer thickness for a finite-k maximum: {L_min*nm:.2f} nm")
for j0, b, r, lam in kinetics:
    print(f"Exchange current {j0*0.1:.0f} mA/cm2: b = {b:.3f}, "
          f"ratio = {r:.4f}, fastest = {lam*um:.2f} um")
print(f"Inert salt in bath: {support:.0f} mmol/L")
print(f"Migration: speed factor {migration_gain:.4f}, "
      f"wavelength factor {migration_gain**-0.5:.4f}")
print(f"Unsteady diffusion: V/(D k_max) = {V/(D*k_max):.2e}")
print(f"Unsteady diffusion: rate/(D k_max^2) = {rate_max/(D*k_max**2):.2e}")
print(f"Layer set-up time L^2/D: {L**2/D:.1f} s")
print(f"Dilution: Omega c_b = {molar_volume*c_b:.2e}")
print(f"Surface diffusivity and layer (rough): {D_surface*1e4:.1e} cm2/s, "
      f"{surface_layer*nm:.2f} nm")
print(f"Surface-diffusion / bulk capillary damping: {surface_ratio:.2e}")
print(f"Fourfold anisotropy {float(aniso)*100:.0f}%: stiffness/gamma = "
      f"{stiffness:.3f}, wavelength factor "
      f"{np.sqrt(stiffness):.3f}")
print(f"Bath at {T_warm:.2f} K, same concentrations and surface energy: "
      f"wavelength factor {np.sqrt(T/T_warm):.3f}")
print("PASS")
```

It prints:

```
Temperature: 298.15 K
Diffusion coefficient: 1.50e-05 cm2/s
Bath concentration c_b: 20.0 mmol/L
Front equilibrium concentration c_e: 10.0 mmol/L
Layer thickness L: 200 um
Surface energy: 1.00 J/m2
Atomic volume: 0.0170 nm3
Electrode potential against bath equilibrium: -17.81 mV
Capillary length l_c: 4.130 nm
Gradient G: 0.0500 mmol/L per um
Current density: 0.7236 mA/cm2
Front speed V: 0.7678 nm/s
Marginal wavenumber k0: 1.1003 1/um
Marginal wavelength: 5.710 um
Fastest wavelength: 9.891 um = 1.869e+05 bohr
Largest growth rate: 3.252e-04 1/s
Growth time 1/rate: 51.25 min
Metal deposited in one growth time: 2.361 um
Boundary solution against formula (wavelength/marginal, rates in 1/s):
  0.8000: solved -5.94030e-04, formula -5.94037e-04
  1.2000: solved 2.15126e-04, formula 2.15124e-04
  1.7321: solved 3.25184e-04, formula 3.25184e-04
  3.0000: solved 2.50326e-04, formula 2.50327e-04
Solved ratio fastest/marginal wavelength: 1.73205
Square root of 3: 1.73205
Wavelengths with at least 90% of top rate: 7.92 to 13.56 um
Deep-layer measure k_max L: 127.1
Least layer thickness for a finite-k maximum: 12.39 nm
Exchange current 1000 mA/cm2: b = 0.159, ratio = 1.7829, fastest = 10.18 um
Exchange current 10 mA/cm2: b = 15.378, ratio = 3.4513, fastest = 20.41 um
Inert salt in bath: 200 mmol/L
Migration: speed factor 1.0357, wavelength factor 0.9826
Unsteady diffusion: V/(D k_max) = 8.06e-07
Unsteady diffusion: rate/(D k_max^2) = 5.37e-07
Layer set-up time L^2/D: 26.7 s
Dilution: Omega c_b = 2.05e-04
Surface diffusivity and layer (rough): 1.0e-10 cm2/s, 0.25 nm
Surface-diffusion / bulk capillary damping: 1.03e-05
Fourfold anisotropy 2%: stiffness/gamma = 0.700, wavelength factor 0.837
Bath at 333.15 K, same concentrations and surface energy: wavelength factor 0.946
PASS
```
